# Sliding Speed and Removal in Chemical-Mechanical Planarization with Matched Rotation

## Problem

In chemical-mechanical planarization a wafer is pressed face down on a larger rotating pad wetted with slurry, and the wafer carrier rotates too. Treat wafer and pad as rigid, flat discs turning about parallel vertical axes. The axes are fixed, except in part (f).

The pad centre is the origin, and the wafer centre lies at distance $d$ along the $x$ axis. The coordinates $(x,y)$ of a place on the wafer are measured from the wafer centre, along directions fixed in the room. The angular velocities are $\omega_w$ for the wafer and $\omega_p$ for the pad, positive when counter-clockwise seen from above. The sliding velocity $\mathbf u$ is the velocity of the wafer material minus that of the pad material at the same place and time.

The example is the removal of a copper film, with rough typical process values:

- distance between centres $d=0.200$ m, wafer radius $R=0.150$ m, pad radius $0.380$ m;
- pressure $p=14.0$ kPa, friction coefficient $\mu=0.30$;
- film thickness $h=500$ nm, Preston coefficient $K=5.0\times10^{-13}\ \mathrm{Pa^{-1}}$.

(a) Find $\mathbf u$ at a general place on the wafer. Under what condition is the sliding speed the same over the whole wafer? Evaluate it when both discs turn at 60 revolutions per minute in the same sense.

(b) What happens if the two rates are equal but the senses opposite?

(c) For the matched rotation of part (a), what path does a point of the wafer draw on the pad, and from which directions is the wafer rubbed?

(d) Find the removal rate and the time to clear the film from Preston's law, $\text{rate}=Kpv$, where $v$ is the sliding speed.

(e) The carrier turns at 57 instead of 60 revolutions per minute, the pad being unchanged. How uneven is the sliding speed at one instant, and how uneven is the removal after many turns?

(f) With matched rotation restored, the carrier is swept to and fro along $x$ with amplitude 10 mm and period 10 s. Does this spoil the uniformity?

(g) Find the friction power and the motor that supplies it. Judge how far frictional heating and a 10% excess of pressure at the wafer edge could change the result of part (d).

## Solution

### (a) The sliding velocity

A point at distance $\rho$ and angle $\theta$ from a fixed axis has position $(\rho\cos\theta,\rho\sin\theta)$. If $\theta$ grows at the rate $\omega$, differentiation gives the velocity $(-\omega\rho\sin\theta,\ \omega\rho\cos\theta)$. A point at $(X,Y)$ from the axis therefore moves with velocity $\omega(-Y,X)$.

The wafer material at $(x,y)$ is at just that position from its own axis, so

$$\mathbf u_{\rm wafer}=\omega_w(-y,\;x).$$

The pad material at the same place is at $(d+x,\,y)$ from the pad axis, so

$$\mathbf u_{\rm pad}=\omega_p(-y,\;d+x).$$

Subtracting, and writing $\Delta=\omega_w-\omega_p$,

$$\mathbf u=\big(-\Delta\,y,\;\;\Delta\,x-\omega_p d\big).\qquad(1)$$

The position on the wafer enters through $\Delta$ alone. If $\omega_w=\omega_p=\omega$, with the sign included, then $\Delta=0$ and

$$\mathbf u=(0,\,-\omega d),\qquad v=|\omega|\,d .\qquad(2)$$

The pad moves faster at places farther from its axis, but the wafer's own rotation supplies the same increase. What remains is the velocity of the pad beneath the wafer centre with its sign reversed, because the wafer does not move there.

The condition is also necessary. If $\Delta\neq0$, take $\Delta$ out of equation (1):

$$\mathbf u=\Delta\,(-y,\;x-x_0),\qquad x_0=\frac{\omega_p d}{\Delta},$$

$$|\mathbf u|=|\Delta|\sqrt{(x-x_0)^2+y^2}.\qquad(3)$$

The speed is $|\Delta|$ times the distance from the point $(x_0,0)$, where there is no sliding. The points of a disc do not all have the same distance from one given point, so the speed varies over the wafer. Uniform speed thus requires equal rates in the same sense.

For 60 revolutions per minute,

$$\omega=\frac{2\pi\times60}{60\ \mathrm s}=6.2832\ \mathrm{rad/s},$$

$$v=6.2832\ \mathrm{s^{-1}}\times0.200\ \mathrm m=1.2566\ \mathrm{m/s}\approx1.26\ \mathrm{m/s}.$$

The wafer must also lie wholly on the pad. Its farthest point is $d+R=0.350$ m from the pad centre, inside the pad radius of 0.380 m.

The result can be checked without equation (1) by following the positions of the two material points that meet at a place and differentiating their separation numerically. Done at 31 radii from the centre to the edge, 72 angles and 13 times within one turn, this gives 1.2566 m/s for both the lowest and the highest speed.

Two limits help in reading equation (2). If $d\to0$, the discs turn together about one axis and do not slide. If instead the carrier does not rotate, then $\omega_w=0$, $\Delta=-\omega_p$ and $x_0=-d$: the still point is the pad centre. The speed then grows from $|\omega_p|(d-R)$ at the inner edge to $|\omega_p|(d+R)$ at the outer edge, a ratio of $0.350/0.050=7$. The rotation of the carrier removes this sevenfold variation.

### (b) Equal rates in opposite senses

Put $\omega_p=\omega$ and $\omega_w=-\omega$. Then $\Delta=-2\omega$, and the still point is at

$$x_0=\frac{\omega d}{-2\omega}=-\frac d2=-0.100\ \mathrm m .$$

This is inside the wafer, because $d/2<R$. The greatest speed belongs to the wafer point farthest from the still point, which is $x=R$, $y=0$. From equation (3),

$$|\mathbf u|_{\max}=2\omega\left(R+\frac d2\right)=\omega(2R+d)$$

$$=6.2832\ \mathrm{s^{-1}}\times0.500\ \mathrm m=3.1416\ \mathrm{m/s}.$$

At one instant the speed ranges from zero to about 3.14 m/s. The statement that wafer and pad "rotate equally" therefore determines the result only when it includes the sense of rotation.

### (c) The path on the pad and the direction of rubbing

Let a wafer point have distance $\rho$ from the wafer centre and angle $\varphi$ at time zero. With matched rotation its position from the pad centre, in the room, is

$$\big(d+\rho\cos(\omega t+\varphi),\;\rho\sin(\omega t+\varphi)\big).$$

An observer riding on the pad has turned by $\omega t$, so the position in the pad's own axes is found by turning this vector back through $\omega t$. The part of length $\rho$ returns to the angle $\varphi$. The part $(d,0)$ goes to the angle $-\omega t$. The path on the pad is

$$(\rho\cos\varphi,\;\rho\sin\varphi)+d\,(\cos\omega t,\;-\sin\omega t).\qquad(4)$$

This is a circle of radius $d$ about a fixed centre. Every wafer point draws a circle of the same size, and the position of the point on the wafer shifts the centre of the circle but not its radius. The path per turn is

$$2\pi d=2\pi\times0.200\ \mathrm m=1.2566\ \mathrm m .$$

One turn takes one second, so the speed is again 1.2566 m/s. Equation (2) follows here from a circumference and a period, without subtracting velocities.

In the room the sliding velocity has the fixed direction $-y$. The wafer, however, turns beneath that direction. In axes fixed to the wafer the vector $(0,-v)$ must be turned back through $\omega t$, which gives

$$\mathbf u'=(-v\sin\omega t,\;-v\cos\omega t).$$

Both components average to zero over a turn. Each place on the wafer is rubbed from all directions in its plane, for equal times. A line etched in the film is rubbed along its length and across it in turn, whatever its orientation.

Equation (4) also shows a drawback of matched rates. A wafer point returns to the same circle on the pad in every turn, so a worn or glazed patch on that circle acts on the same wafer point again and again. If the rates differ, the part of length $\rho$ has the angle $\Delta t+\varphi$ in the pad's axes, and the centre of the circle moves around the pad centre once in the time $2\pi/|\Delta|$. A difference of 3 revolutions per minute makes this time 20 s. The wafer centre, with $\rho=0$, gains nothing from this and keeps its circle; a sweep of the carrier does move it.

### (d) Removal rate and clearing time

Preston's law is an empirical rule: the thickness removed per unit time is proportional to pressure and sliding speed. Uniform speed gives uniform removal if $K$ and $p$ are uniform as well. Here

$$Kp=5.0\times10^{-13}\ \mathrm{Pa^{-1}}\times1.40\times10^{4}\ \mathrm{Pa}=7.0\times10^{-9}.$$

This pure number is the depth removed per length of sliding path: 7.0 nm for each metre. Multiplying by the speed,

$$Kpv=7.0\ \mathrm{nm/m}\times1.2566\ \mathrm{m/s}=8.80\ \mathrm{nm/s}\approx528\ \mathrm{nm/min}.$$

The time to clear the film is

$$t_c=\frac{h}{Kpv}=\frac{500\ \mathrm{nm}}{8.80\ \mathrm{nm/s}}\approx57\ \mathrm s .$$

The kinematic factor $v$ is as accurate as the rates and the distance $d$. The factor $K$ is a rough process value, so the removal rate deserves one significant figure as a forecast: about 500 nm/min. Further digits are kept below for comparing one effect with another.

### (e) A small mismatch of the rates

Now $\omega_p=\omega$ and $\omega_w<\omega_p$, so $\Delta$ is negative. Put $x=\rho\cos\theta$, $y=\rho\sin\theta$ in equation (1) and square:

$$|\mathbf u|^2=\Delta^2\rho^2\sin^2\theta+(\Delta\rho\cos\theta-\omega_pd)^2$$

$$=\omega_p^2d^2+\Delta^2\rho^2-2\Delta\,\omega_p d\,\rho\cos\theta .$$

With $a=\omega_pd$ and $b=|\Delta|\rho=-\Delta\rho$ this becomes

$$|\mathbf u|^2=a^2+b^2+2ab\cos\theta .\qquad(5)$$

For $b<a$ the speed lies between $a-b$, at $\theta=\pi$, and $a+b$, at $\theta=0$. At the wafer edge

$$\frac ba=\frac{|\Delta|}{\omega_p}\,\frac Rd=\frac{3}{60}\times\frac{0.150}{0.200}=0.0375 .$$

At one instant the speed therefore runs from 1.2095 to 1.3038 m/s over the wafer, which is 3.75% either side of its value at the centre.

A given wafer point does not stay on the fast side. Its angle $\theta$ increases steadily at the rate $\omega_w$, and its removal depends on the average speed. Write $\varepsilon=b/a$ and $s=2\varepsilon\cos\theta+\varepsilon^2$, so that $|\mathbf u|=a\sqrt{1+s}$, and use $\sqrt{1+s}=1+s/2-s^2/8+\dots$ Up to second order in $\varepsilon$, $s^2=4\varepsilon^2\cos^2\theta$, and

$$\frac{|\mathbf u|}{a}=1+\varepsilon\cos\theta+\frac{\varepsilon^2}{2}-\frac{\varepsilon^2}{2}\cos^2\theta$$

$$=1+\varepsilon\cos\theta+\frac{\varepsilon^2}{2}\sin^2\theta .$$

Over a full turn $\cos\theta$ averages to zero and $\sin^2\theta$ to one half. To this order

$$\langle|\mathbf u|\rangle=a\left(1+\frac{\varepsilon^2}{4}\right).\qquad(6)$$

The first-order unevenness cancels. At the edge the excess over the centre is $0.0375^2/4=3.52\times10^{-4}$, or 0.0352%. Summing short chords along the path of an edge point over one wafer turn gives the same 0.0352%. For a 500 nm film the edge loses $500\ \mathrm{nm}\times3.52\times10^{-4}=0.18$ nm more than the centre.

This holds for whole turns. An unfinished last turn leaves part of the first-order term. The time integral of $\varepsilon\cos\theta$ is at most $2\varepsilon/\omega_w$ in size, with $\omega_w=5.97$ rad/s, so the remainder is at most

$$8.80\ \mathrm{nm/s}\times\frac{2\times0.0375}{5.97\ \mathrm{s^{-1}}}\approx0.11\ \mathrm{nm}.$$

This remainder is counted against the centre, so two points on opposite sides of the edge can differ by twice as much, about 0.22 nm. Added to the 0.18 nm, it leaves an edge point at most about 0.3 nm deeper than the centre, which is about one atomic diameter of copper. Within this model a 5% mismatch of the rates does no noticeable harm to uniformity, and by part (c) it brings every wafer point except the centre over changing parts of the pad.

### (f) A swept carrier

Let the distance between the centres be $c(t)$, and keep both angular velocities equal to $\omega$. The wafer material gains the common velocity $\dot c$ along $x$:

$$\mathbf u=(\dot c-\omega y,\;\omega x)-(-\omega y,\;\omega c+\omega x)=(\dot c,\;-\omega c).$$

The position on the wafer has again dropped out. The speed changes in time but is uniform over the wafer at each instant.

For $c=d+A\sin(2\pi t/T)$ with $A=10$ mm and $T=10$ s, the greatest value of $\dot c$ is $2\pi A/T=0.006$ m/s, negligible beside $\omega c$. The speed follows $\omega c$ and runs from 1.1938 m/s at $c=0.190$ m to 1.3195 m/s at $c=0.210$ m, about 5% either side of the fixed-axis value. The wafer reaches out to 0.360 m and stays on the pad.

Over whole sweeps these changes cancel, apart from the tiny contribution of $\dot c$. An unfinished sweep changes the path by at most $\omega AT/\pi=0.2$ m. Clearing the film takes $500/7.0\approx71$ m of path, so the clearing time shifts by at most about 0.3%.

### (g) Friction, heat and edge pressure

Take matched rotation with fixed axes, as in part (d). The friction force per unit area is $\mu p$. On the pad it acts along the motion of the wafer relative to the pad, which is $-y$. Its torque about the pad centre is

$$\int(d+x)(-\mu p)\,\mathrm dA=-\mu p\,\pi R^2 d,$$

because $\int x\,\mathrm dA=0$ over a disc centred at $x=0$. To keep the pad turning, its motor must supply the opposite torque, and hence the power

$$P=\mu p\,\pi R^2d\,\omega=\mu p\,\pi R^2v .$$

On the wafer the friction acts along $+y$, and its torque about the wafer centre is $\mu p\int x\,\mathrm dA=0$. With matched rates the carrier motor therefore supplies no power against this friction; at 57 revolutions per minute it would absorb about 2.5 W. The carrier's bearing holds the sideways force, but its axis is at rest, so that force does no work. With $\pi R^2=0.0707\ \mathrm{m^2}$ the friction force is $0.30\times14\,000\ \mathrm{Pa}\times0.0707\ \mathrm{m^2}=297$ N, and

$$P=297\ \mathrm N\times1.2566\ \mathrm{m/s}\approx373\ \mathrm W .$$

Suppose all this power became heat in a slurry flow of 300 mL/min. With the density 1000 kg/m³ and specific heat 4180 J/(kg K) of water, the flow carries $0.0050\ \mathrm{kg/s}\times4180\ \mathrm{J/(kg\,K)}=20.9$ W/K, and its mean temperature would rise by $373/20.9\approx17.9$ K. This is a rough scale and not an upper limit. Heat taken up by pad and wafer makes the warming smaller. Friction of the ring that holds the wafer in place, and slurry that runs off without passing under the wafer, make it larger. The estimate says nothing about hot spots at single contacts.

To judge the effect on removal, assume that $K$ was measured at 298 K and follows an Arrhenius law with activation energy $E=0.30$ eV. Warming to 315.9 K multiplies it by

$$\exp\!\left[\frac{E}{k_B}\left(\frac1{298\ \mathrm K}-\frac1{315.9\ \mathrm K}\right)\right]\approx1.94 ,$$

where $k_B$ is Boltzmann's constant. If the film were at this temperature from the start, the clearing time at fixed pressure and speed would fall from 57 s to about 29 s. If pad and wafer must first warm up to it during the polish, the change is smaller. If $K$ was instead measured on the warm, running process, this factor is already contained in it and must not be applied again.

A 10% excess of pressure at the wafer edge, with $K$ and $v$ held fixed, raises the local rate by 10%, or about 53 nm/min. The edge therefore clears first. In the time that removes 500 nm elsewhere, a thicker film would lose 550 nm at the edge. That extra 50 nm is nearly three hundred times the 0.18 nm from the mismatch in part (e).

## The model and a real polisher

The wafer size, pad size, pressure and rotation rates lie in the range of production tools for 300 mm wafers, and a removal rate of several hundred nanometres per minute is of the usual order for bulk copper. The activation energy and the excess of edge pressure are assumed values, chosen to show the size of the effects. With nearly matched rates, the larger effects estimated here come from changes in $K$ and $p$, not from uneven speed. With the assumed activation energy and the full warming present throughout, heating changes the overall rate by a factor of about two. A 10% pressure error at the edge changes the local removal by 10%. The bending of the pad at the wafer edge, the lift of the wafer by the slurry film and the chemical limits on copper removal are left out and have not been sized. On a patterned wafer the pressure also differs between high and low places, so the clearing time found here applies to a continuous, flat film. The values behind these comparisons are listed in the numerical output below.

## Numbers as computed

```
Rotation rate of wafer and pad: 60 rev/min
Angular speed: 6.2832 rad/s
Distance between centres: 0.200 m
Wafer radius: 0.150 m
Pad radius: 0.380 m
Farthest wafer point from pad centre: 0.350 m
Uniform sliding speed, formula: 1.2566 m/s
Lowest speed found on wafer: 1.2566 m/s
Highest speed found on wafer: 1.2566 m/s
Sliding path per turn: 1.2566 m
Opposite senses, lowest speed: 0.0000 m/s
Opposite senses, highest speed: 3.1416 m/s
Opposite senses, still point at x - d: -0.100 m
Pressure: 14.0 kPa
Preston coefficient: 5.0e-13 1/Pa
Copper film thickness: 500 nm
Removal rate: 527.8 nm/min
Clearing time: 56.8 s
Mismatched wafer rate: 57 rev/min
Mismatch, lowest speed at an instant: 1.2095 m/s
Mismatch, highest speed at an instant: 1.3038 m/s
Mismatch, edge slip over speed: 3.75 %
Mismatch, edge excess of mean speed: 0.0352 %
Same excess from the series: 0.0352 %
Mismatch, extra edge removal: 0.18 nm
Sweep amplitude: 10 mm
Sweep period: 10 s
Sweep, lowest speed in time: 1.1938 m/s
Sweep, highest speed in time: 1.3195 m/s
Assumed edge pressure excess: 10 %
Extra edge rate from it: 52.8 nm/min
Friction coefficient: 0.30 (no unit)
Friction power: 373 W
Slurry flow: 300 mL/min
Slurry density: 1000 kg/m^3
Slurry specific heat: 4180 J/(kg K)
Slurry warming if it takes all heat: 17.9 K
Starting temperature: 298 K
Assumed activation energy: 0.30 eV
Rate factor from that warming: 1.94 (no unit)
```
